# Salpeter's equation from the Bethe-Salpeter equation, compared with Breit and no-pair

## What symmetry allows

Two distinguishable fermions have Dirac Hamiltonians $h_1,h_2$. We set $\hbar=c=1$. In the centre-of-mass frame of a free pair the momenta are $\mathbf p$ and $-\mathbf p$, and

$$h_1=\boldsymbol\alpha_1\cdot\mathbf p+\beta_1m_1,\qquad h_2=-\boldsymbol\alpha_2\cdot\mathbf p+\beta_2m_2,\qquad e_i=\sqrt{m_i^2+p^2}.$$

The projectors $\Lambda_i^\pm=\tfrac12(1\pm h_i/e_i)$ select the sign of the energy. We write $\Lambda_{++}=\Lambda_1^+\Lambda_2^+$, and so on. The Feynman propagator in Hamiltonian form is

$$S_i(\omega)=\frac1{\omega-h_i(1-i0)}=\frac{\Lambda_i^+}{\omega-e_i+i0}+\frac{\Lambda_i^-}{\omega+e_i-i0}.$$

For an instantaneous interaction, all dependence on the relative energy $\varepsilon$ sits in

$$G_0(E)=\frac i{2\pi}\int_{-\infty}^{\infty}d\varepsilon\,S_1(E_1+\varepsilon)S_2(E_2-\varepsilon),\qquad E=E_1+E_2 .$$

This has the dimension of an inverse energy, so $X=(E-h_1-h_2)G_0$ is dimensionless. Suppose that it is a combination of the four projectors with constant coefficients,
$$X=a\Lambda_{++}+b\Lambda_{+-}+c\Lambda_{-+}+d\Lambda_{--}.$$

The matrix $\beta\gamma_5$ anticommutes with both $\boldsymbol\alpha$ and $\beta$. The product $C$ of these matrices for the two particles therefore reverses both Hamiltonians. Then $CS_i(\omega)C^{-1}=-S_i(-\omega)$. The two minus signs cancel in $G_0$, and the substitution $\varepsilon\to-\varepsilon$ gives $CG_0(E)C^{-1}=G_0(-E)$. Hence
$$CXC^{-1}=(E+h_1+h_2)G_0(-E)=-X,$$
where the last step uses the definition of $X$ at energy $-E$.

Since $C$ exchanges $\Lambda_{++}$ with $\Lambda_{--}$ and $\Lambda_{+-}$ with $\Lambda_{-+}$, we need $d=-a$ and $c=-b$. For equal masses, exchange of the particles also requires $b=c$, so $b=c=0$. The nonrelativistic limit requires $a=1$. What remains is $\Lambda_{++}-\Lambda_{--}$. The unit operator, which would give Breit's equation, is even under $C$ and is excluded. The contour integral below confirms the assumed form and covers unequal masses.

## The equation before integration

Let $iS_i(t)$ be the time-ordered one-particle propagator, with $S_i(t)=\int d\omega\,e^{-i\omega t}S_i(\omega)/2\pi$. Each instantaneous exchange contributes $-iV\delta(t-t')$. A bound state has no inhomogeneous term, so its two-time amplitude obeys

$$\chi(t_1,t_2)=\int dt\,[iS_1(t_1-t)][iS_2(t_2-t)](-iV)\chi(t,t).$$

The prefactor is $i\cdot i\cdot(-i)=i$. A stationary state has $\chi(t,t)=e^{-iEt}\psi$. The $t$ integral then gives $2\pi\delta(\omega_1+\omega_2-E)$, which cancels one of the two factors $1/2\pi$. With $\omega_1=E_1+\varepsilon$ and $\omega_2=E_2-\varepsilon$,

$$\chi(\varepsilon)=\frac i{2\pi}S_1(E_1+\varepsilon)S_2(E_2-\varepsilon)V\psi,\qquad \psi=\int d\varepsilon\,\chi(\varepsilon).$$

The second relation is the equal-time limit. The amplitudes are written with $\psi^\dagger$ rather than $\bar\psi$, so a Coulomb interaction carries the unit matrix. For the free pair,
$$(V\psi)(\mathbf p)=\int \frac{d^3p'}{(2\pi)^3}V(\mathbf p-\mathbf p')\psi(\mathbf p').$$

We take $V$ Hermitian and independent of $\varepsilon$ and $E$. Crossed exchange, retardation and radiative corrections are left out.

## Integration over relative energy

Because $V\psi$ does not contain $\varepsilon$, integration gives $\psi=G_0(E)V\psi$. The integrand of $G_0$ falls as $\varepsilon^{-2}$, so a large semicircle may be added in either half-plane.

**Both energies positive.** The poles are at $\varepsilon=e_1-E_1-i0$ and $\varepsilon=E_2-e_2+i0$. Close the contour above. Near the upper pole,
$$\frac1{E_2-\varepsilon-e_2+i0}=-\frac1{\varepsilon-(E_2-e_2)-i0},$$
which has residue $-1$. The integral is
$$\frac i{2\pi}\,(2\pi i)\,\frac{-1}{E_1+E_2-e_1-e_2}=\frac1{E-e_1-e_2}.$$

**Both energies negative.** Now the pole of $S_1$, at $\varepsilon=-E_1-e_1+i0$, is the upper one, and its residue is $+1$. The pole of $S_2$ is at $E_2+e_2-i0$. Hence
$$\frac i{2\pi}\,(2\pi i)\,\frac1{E_1+E_2+e_1+e_2}=-\frac1{E+e_1+e_2}.$$

**Mixed signs.** For $+-$ the poles are at $e_1-E_1-i0$ and $E_2+e_2-i0$, both below the axis. For $-+$ they are at $-E_1-e_1+i0$ and $E_2-e_2+i0$, both above it. Closing on the empty side gives zero.

Together,
$$G_0(E)=\frac{\Lambda_{++}}{E-e_1-e_2}-\frac{\Lambda_{--}}{E+e_1+e_2}.$$

On the $++$ sector $E-h_1-h_2$ equals $E-e_1-e_2$, and on the $--$ sector it equals $E+e_1+e_2$. Applying it to $\psi=G_0V\psi$ cancels both denominators:

$$\boxed{(E-h_1-h_2)\psi=(\Lambda_{++}-\Lambda_{--})V\psi,\qquad \Lambda_{+-}\psi=\Lambda_{-+}\psi=0.}$$

The constraint must be kept. The differential form by itself gives $(E-e_1+e_2)\psi_{+-}=0$, which has free mixed solutions that do not solve $\psi=G_0V\psi$.

Nothing in the contour argument needs free particles. In a static external field, $h_i$ includes that field, $e_i$ becomes $|h_i|$, and the projectors are those of the full $h_i$. We require a gap around zero energy. The $C$ symmetry is generally lost, but the result holds.

If $|E_i|<e_i$, the poles lie in the second and fourth quadrants. The contour can then be turned anticlockwise to $\varepsilon=iw$ without crossing them:
$$G_0=-\frac1{2\pi}\int dw\,\frac1{E_1+iw-h_1}\,\frac1{E_2-iw-h_2}.$$

A numerical integration with $4\times4$ Dirac matrices tests the result. For $m_1=1$, $m_2=2$, $p=1.3$ and $E=2.7$, the energies are $e_1=1.640122$ and $e_2=2.385372$. The formula gives
$$\frac1{2.7-4.025494}=-0.75444,\qquad -\frac1{2.7+4.025494}=-0.14869.$$
The integrated coefficients agree, and the mixed ones vanish to rounding.

## Breit and no-pair equations

With the same $V$, the three equations are

$$\begin{aligned}
\text{Salpeter:}\quad &(E-h_1-h_2)\psi=(\Lambda_{++}-\Lambda_{--})V\psi,\\
\text{no-pair:}\quad &(E-h_1-h_2)\psi=\Lambda_{++}V\psi,\quad \psi=\Lambda_{++}\psi,\\
\text{Breit:}\quad &(E-h_1-h_2)\psi=V\psi.
\end{aligned}$$

"Breit" here means the unprojected equation, whatever instantaneous $V$ is chosen.

Breit's equation results from the same integral if both propagators are replaced by retarded ones, $1/(\omega-h_i+i0)$. The pole of the first is then below the axis and that of the second above it, for either sign of energy. The $++$ calculation applies in every sector and gives $1/(E-h_1-h_2)$. The difference therefore lies in the boundary condition on negative-energy states: Breit's equation treats them as empty states into which a particle can move, while the Feynman prescription treats them as a filled sea.

## Norm and reality of the energy

On the space $++\oplus--$ define
$$\eta=\Lambda_{++}-\Lambda_{--},\qquad M=|h_1|+|h_2|+V,$$
with $V$ projected onto this space. Since $\eta^2=1$ and $\eta(h_1+h_2)=|h_1|+|h_2|$, multiplying Salpeter's equation by $\eta$ gives
$$M\psi=E\eta\psi.$$

Also $G_0^{-1}=E\eta-|h_1|-|h_2|$, so the ladder sum is $G=(G_0^{-1}-V)^{-1}=(E\eta-M)^{-1}$. Near a nondegenerate real level $E_n$, write $G=R/(E-E_n)+G_r$. The singular part of $(E\eta-M)G=1$ gives $(E_n\eta-M)R=0$, so every column of $R$ is proportional to $\psi$. For real $E$ the operator $E\eta-M$ is Hermitian, and so are $G$ and $R$. Hence $R=c\,\psi\psi^\dagger$ with real $c$. The regular part is
$$\eta R+(E_n\eta-M)G_r=1.$$
Multiplication by $\psi^\dagger$ from the left removes the second term and leaves $c\,\psi^\dagger\eta\psi=1$. A bound-state pole with residue $\psi\psi^\dagger$ thus has the norm
$$\psi^\dagger\eta\psi=\|\psi_{++}\|^2-\|\psi_{--}\|^2=1.$$

From $\psi^\dagger M\psi=E\,\psi^\dagger\eta\psi$, a positive $M$ implies $\psi^\dagger\eta\psi\ne0$ and real $E$, because both expectation values are real. Differentiating $\psi^\dagger(E\eta-M)\psi=0$ with respect to a parameter $\lambda$ of $V$, the derivatives of $\psi$ drop out, and
$$\frac{dE}{d\lambda}=\frac{\psi^\dagger(\partial V/\partial\lambda)\psi}{\psi^\dagger\eta\psi}.$$

Positivity of $M$ can fail. Let $C$ commute with $V$, as it does for a Coulomb-like $V$ and a free pair. Then $M$ is block diagonal, $(M_s,M_a)$, in the even and odd spaces of $C$. The operator $\eta$ changes sign under $C$ and connects the two spaces by a unitary block $K$:
$$M_su=EKv,\qquad M_av=EK^\dagger u.$$
For $E\neq0$ the first equation gives $v=K^\dagger M_su/E$. Inserting this in the second and multiplying by $EK$ yields
$$(KM_aK^\dagger)M_su=E^2u.$$

The levels come in pairs $\pm E$. Suppose $N=KM_aK^\dagger$ is positive while $M_s$ has acquired one negative eigenvalue. Then $NM_s$ is similar to $N^{1/2}M_sN^{1/2}$, which has the same number of negative eigenvalues as $M_s$. One $E^2$ is negative, and a pair of energies has become imaginary. The roles of $M_s$ and $M_a$ may be interchanged.

## What the pair sectors do to the energy

Let $A$ and $D$ be the blocks of $M$ on $++$ and $--$, and $B$ the block of $V$ that takes $--$ into $++$. Then
$$A\psi_{++}+B\psi_{--}=E\psi_{++},\qquad B^\dagger\psi_{++}+D\psi_{--}=-E\psi_{--}.$$
The second equation gives $\psi_{--}=-(E+D)^{-1}B^\dagger\psi_{++}$, so that
$$\left[A-B(E+D)^{-1}B^\dagger\right]\psi_{++}=E\psi_{++}.$$

The no-pair equation is $A\psi_{++}=E\psi_{++}$. For positive $M$, let $f(E)$ be the lowest eigenvalue of the bracket. At $E=0$ the bracket is positive, being what remains of $M$ when $\psi_{--}$ is chosen to minimize $\psi^\dagger M\psi$. Thus $f(0)>0$. At the lowest no-pair energy $E_{\rm np}$ the subtracted term cannot raise the level, so $f(E_{\rm np})\le E_{\rm np}$. By continuity $f(E)=E$ has a root between them, and the lowest positive Salpeter level does not lie above $E_{\rm np}$.

To second order, with $|\phi\rangle$ the no-pair state, the shift is
$$\Delta E_{\rm S}=-\sum_{n\in --}\frac{|\langle n|V|\phi\rangle|^2}{E_{\rm np}+e_1+e_2}.$$
The denominator can be read from a time-ordered diagram. Two particle-antiparticle pairs are created while the original particles are still present. The new particles carry energy $E_{\rm np}$ and the antiparticles $e_1+e_2$, so the intermediate energy exceeds the initial one by $E_{\rm np}+e_1+e_2$.

This is a rule for counting, not a physical configuration: the new particles would occupy states that are already filled. The sign can be understood for two particles in given orbitals. Virtual pairs lower the energy of the vacuum. Either particle alone blocks the creation of a pair of pairs in these two orbitals, and so raises the energy. Both together block the same process only once, whereas the sum of the two one-particle energies counts the blocking twice. The difference is a negative interaction energy.

In Breit's equation the three other sectors are eliminated from an ordinary Hermitian problem. With $Q$ the Hamiltonian on these sectors and $B_Q$ their coupling to $++$, the effective operator is $A+B_Q(E-Q)^{-1}B_Q^\dagger$. If $E$ lies above the spectrum of $Q$, the added term is positive or zero, and $E\ge E_{\rm np}$. To second order,
$$\Delta E_{\rm B}=\sum_{n\in--}\frac{|\langle n|V|\phi\rangle|^2}{E_{\rm np}+e_1+e_2}+\sum_{n\in+-,-+}\frac{|\langle n|V|\phi\rangle|^2}{E_{\rm np}-E_n}.$$
The $--$ term has the opposite sign to Salpeter's, and the mixed term is new.

## The limit of one heavy particle

Let $m_2\to\infty$ with $E=m_2+E'$ and a fixed, bounded, spin-independent $V$. The $--$ denominator grows as $2m_2$, and Salpeter's equation becomes
$$(E'-h_1)\psi=\Lambda_1^+V\psi .$$
This is not the Dirac equation in the potential $V$. In Breit's equation the states with particle 2 negative decouple, but both signs of energy survive for particle 1. The result is $(E'-h_1)\psi=V\psi$, the Dirac equation.

The missing part is supplied by crossed exchange. Put $E_1=E'$ and $E_2=m_2$. Between two exchanges the heavy particle contributes $1/(-\varepsilon+i0)$ in the ladder and $1/(\varepsilon+i0)$ in the crossed graph. The principal values cancel:
$$\frac1{-\varepsilon+i0}+\frac1{\varepsilon+i0}=-2\pi i\,\delta(\varepsilon).$$
Since $(i/2\pi)(-2\pi i)=1$, the two graphs together give $VS_1(E')V$, with both projectors of particle 1. This is the second-order term only; at higher orders all crossed graphs are needed to recover the Dirac equation. Salpeter's equation is the correct reduction of the instantaneous ladder, but the ladder is not the whole of electrodynamics.

## A bound pair in one dimension

Take two-component particles with $h_1=p\sigma_x+m_1\sigma_z$, $h_2=-p\sigma_x+m_2\sigma_z$, $m_1=1$, $m_2=2$, and $V(x)=-V_0e^{-x^2/2a^2}$ with $V_0=1$, $a=0.5$. Energies are in units of $m_1c^2$. The matrix $\sigma_y$ reverses each Hamiltonian, so the symmetry argument applies.

Breit's equation also has bound levels below $-1$, which are not considered here. Between $1$ and the threshold $m_1+m_2=3$, the lowest bound levels are
$$E_{\rm S}=2.728792,\qquad E_{\rm np}=2.729568,\qquad E_{\rm B}=2.744808.$$
The no-pair binding energy is $3-2.729568=0.270432$. Salpeter's equation increases it by $0.000776$, or 0.29%. Breit's equation reduces it by $0.015240$, or 5.6%. Solving $\psi=G_0V\psi$ with numerically integrated propagators gives $2.728792$ again, which tests the reduction at the level of the bound state.

The second-order sums at $V_0=1$ are $-6.99\times10^{-4}$ for Salpeter and
$$6.99\times10^{-4}+1.777\times10^{-2}=1.847\times10^{-2}$$
for Breit. Relative to these sums, the actual shifts differ by 11% and 17%. At $V_0=0.1$ the differences fall to 0.8% and 2.0%, roughly in proportion to the coupling, as expected of a third-order remainder.

The dominance of the mixed term can be understood for soft potentials. At small momenta the overlap of a positive- and a negative-energy spinor has magnitude $|p-p'|/2m_i$. A mixed state needs one such factor and a $--$ state needs two. In coordinate space they turn $V$ into $V'$ and $V''$. The denominators tend to $2m_i$, for the particle $i$ whose energy changes sign, and to $2(m_1+m_2)$. In this model, to leading order,
$$\Delta E_{\rm mixed}\approx\sum_i\frac{\langle V'^2\rangle}{8m_i^3},\qquad |\Delta E_{--}|\approx\frac{\langle V''^2\rangle}{32m_1^2m_2^2(m_1+m_2)}.$$
The second has two more derivatives and is suppressed for a wide potential. At $a=0.5$ typical momentum transfers are $1/a=2$, which is outside the range of this expansion. The ordering found in the example therefore rests on the computed sums, not on these estimates.

The norm can be tested through $dE/dV_0$. A finite difference gives $-0.423593$, as does the formula with $\eta$. The ordinary norm gives $-0.423494$. The relative difference, $2.3\times10^{-4}$, is twice the ratio $\|\psi_{--}\|^2/\|\psi_{++}\|^2=1.17\times10^{-4}$.

$M$ loses positivity at $V_0=4.90$. At 0.98 times this depth the energies are real. At 1.02 times it the largest imaginary part is $0.246$, and the stationary bound-state description has failed for that level.

## Why Breit levels dissolve in an atom

For the free pair, $e_1^2-e_2^2=m_1^2-m_2^2$, hence
$$|e_1-e_2|=\frac{|m_1^2-m_2^2|}{e_1+e_2}\le|m_1-m_2|.$$
In the example the mixed band runs from $-1$ to $1$, well below the bound level, and the Breit state remains discrete.

In an external field the two momenta are independent. With unit masses, a negative-energy state at $-s$ and a positive-energy state at $E+s$ have total energy $E$ for every sufficiently large $s$. Mixed states therefore cover the whole real line, and a bound level of Breit's equation is degenerate with a continuum. If $V$ couples them, the level acquires the golden-rule width
$$\Gamma=2\pi\sum_{a,b}|\langle ab|V|00\rangle|^2\,\delta(2\varepsilon_0-\varepsilon_a-\varepsilon_b),$$
with both assignments of the negative energy included.

As a model, put two distinguishable particles of unit mass in a Gaussian well of depth $0.5$ and width $1$, with a Gaussian repulsion of height $1$ and width $0.5$. The orbital energy is $0.763702$, so the unperturbed pair has $2\varepsilon_0=1.527404$. Since $s$ is unbounded, infinitely many mixed levels lie near this energy even in a finite box. The numerical grid keeps only momenta up to about $8\,m_1c$. With this fixed cutoff, when the box grows from 60 to 90 lengths $\hbar/m_1c$, the number of mixed levels within $0.1$ of this energy rises from 980 to 2144. The ratio 2.19 is close to $(90/60)^2=2.25$, expected for two free momenta. Each squared coupling falls as the inverse square of the box length, through the normalization of two continuum orbitals, so the width should have a limit. It is $2.2\times10^{-4}$ in both boxes.

This value uses an energy smoothing of $0.1$ and is taken at the unperturbed energy. Because the width varies steeply with energy, the smoothing raises it: in a larger box it falls to $2.0\times10^{-4}$ at smoothing $0.05$ and to $1.9\times10^{-4}$ at $0.03$. To first order the repulsion raises the level by about $0.28$. This would put it above the threshold $\varepsilon_0+1=1.764$ for freeing one particle, so the first-order energy is only a rough guide. Diagonalizing on the $++$ sector puts the lowest level at $1.720$, so the pair is still bound. The golden-rule width at the first-order energy is about five times smaller. The number therefore shows that the coupling to the continuum does not vanish; it is not a prediction of the width for a repulsion of this strength. The constraint $\Lambda_{+-}\psi=\Lambda_{-+}\psi=0$ removes this decay channel from Salpeter's equation, and $\psi=\Lambda_{++}\psi$ removes it from the no-pair equation.

## Values computed for the example and the checks

```
3D test: |p| = 1.3000 m1 c, E = 2.7000 m1c^2
e1, e2 = 1.640122, 2.385372 m1c^2
integrated ++ coefficient = -0.754436 /(m1c^2)
integrated -- coefficient = -0.148688 /(m1c^2)
largest mixed coefficient = 2.1e-16 /(m1c^2)
max error, damped real axis = 6.4e-16 /(m1c^2)
max error, imaginary axis = 3.3e-16 /(m1c^2)
1D pair: m1, m2 = 1.0, 2.0 m1; depth = 1.00 m1c^2
potential width = 0.50 hbar/(m1c)
E from integrated propagators = 2.72879225 m1c^2
E Salpeter = 2.72879225 m1c^2
E no-pair  = 2.72956787 m1c^2
E Breit    = 2.74480758 m1c^2
no-pair binding energy = 0.27043213 m1c^2
largest change on finer grid = 2.2e-08 m1c^2
mixed free band = -1.0000 to 1.0000 m1c^2
Breit weight in --    = 9.906e-05
Breit weight in mixed = 5.432e-03
depth 1.00 m1c^2, shifts from no-pair in m1c^2:
  Salpeter: actual -7.75619e-04, second order -6.99143e-04
  Breit: actual 1.52397e-02, second order 1.84703e-02
  Breit parts: -- 6.99143e-04, mixed 1.77712e-02
depth 0.10 m1c^2, shifts from no-pair in m1c^2:
  Salpeter: actual -1.30093e-06, second order -1.29026e-06
  Breit: actual 4.18250e-05, second order 4.26801e-05
  Breit parts: -- 1.29026e-06, mixed 4.13899e-05
dE/d(depth), finite difference = -0.42359279
dE/d(depth), norm ++ minus --  = -0.42359279
dE/d(depth), norm ++ plus --   = -0.42349374
Salpeter ratio of -- to ++ norm = 1.169e-04
critical depth (M loses positivity) = 4.89965 m1c^2
max |Im E| at 0.98 critical = 0.0e+00 m1c^2
max |Im E| at 1.02 critical = 0.24598 m1c^2
external well: depth 0.50 m1c^2, width 1.00 hbar/(m1c)
repulsion: height 1.00 m1c^2, width 0.50 hbar/(m1c)
energy smoothing and half-window = 0.10 m1c^2
box 60 hbar/(m1c): orbital energy 0.763702 m1c^2
  mixed levels in window = 980, width = 2.1887e-04 m1c^2
box 90 hbar/(m1c): orbital energy 0.763702 m1c^2
  mixed levels in window = 2144, width = 2.1887e-04 m1c^2
```
